\section*{The distribution $P(1/r^3)$: definition, scaling and the helium ground state, part 1}

(Sections cited here and not found follow in the second part.)

The expectation value of $1/r^3$ in the ground state of hydrogen does not exist. In Hartree atomic units, with lengths in bohr, the density is $e^{-2r}/\pi$, the volume element supplies $4\pi r^2\,dr$, and
\begin{equation}
\int d^3r\,\frac{e^{-2r}}{\pi r^3}=4\int_0^\infty \frac{e^{-2r}}{r}\,dr
\end{equation}
diverges logarithmically at the origin. The same happens with $1/r_{12}^3$ in the ground state of helium, where the two electrons meet with a finite probability density. The operator arises in atomic physics because the quantum electrodynamic correction of order $\alpha^3$ hartree to the helium levels contains an electron--electron interaction that depends on the momentum transfer $q$ as $\ln q$, and such an interaction falls as $1/r_{12}^3$ in coordinate space. Cutting the integral off at a radius $a$ leaves a number that can be given any positive value by the choice of $a$. Dimensional analysis fails as well: a finite version of $\langle 1/r^3\rangle$ does not simply grow by $\lambda^3$ when the wave function is compressed by a factor $\lambda$, so a value computed in scaled coordinates, or in another unit of length, cannot be converted by the power rule.

The divergence has a simple structure. Let $f(\mathbf r)$ be the function that multiplies $1/r^3$, for example a product $\phi^*\psi$ of two wave functions, and let $\bar f(r)=\frac{1}{4\pi}\int d\Omega\,f(\mathbf r)$ be its angular average, so that $\bar f(0)=f(0)$. Outside a sphere of radius $a$,
\begin{equation}
\int_{r>a}d^3r\,\frac{f(\mathbf r)}{r^3}=4\pi\int_a^\infty \frac{\bar f(r)}{r}\,dr ,
\end{equation}
and since $\bar f(r)\approx f(0)$ at small $r$, the lower limit contributes $-4\pi f(0)\ln a$. The divergent piece is proportional to $f(0)$, which is the action of $\delta^3(\mathbf r)$ on $f$, so a multiple of the delta function can cancel it. The distribution $P(1/r^3)$, written $P$ for short, is defined by its action $\langle P,f\rangle$ on such functions:
\begin{equation}
\langle P,f\rangle=\lim_{a\to0}\langle P_a,f\rangle,\qquad
\langle P_a,f\rangle=\int_{r>a}d^3r\,\frac{f(\mathbf r)}{r^3}+4\pi f(0)\,(\gamma+\ln a).
\label{def}
\end{equation}
Here $a$ is the numerical value of the cutoff radius in bohr, the excluded region is a sphere, and $\gamma$ is the Euler constant, taken in the form
\begin{equation}
\gamma=-\int_0^\infty e^{-t}\ln t\,dt=-\Gamma'(1),
\label{gam}
\end{equation}
where the second equality follows from differentiating $\Gamma(z)=\int_0^\infty t^{z-1}e^{-t}dt$ at $z=1$. Quadrature of the integral gives $\gamma=0.57721566$.

The limit in \eqref{def} exists if $\bar f$ has a bounded derivative near the origin, $|\bar f'(r)|\le L$, and if $\bar f\ln r\to0$ and $\bar f'\ln r$ is integrable at infinity. A cusp of the type $e^{-kr}$, which Coulomb wave functions have, is allowed. To see this, write $dr/r=d(\gamma+\ln r)$ and integrate by parts:
\begin{equation}
\int_a^\infty\frac{\bar f}{r}\,dr=-\bar f(a)(\gamma+\ln a)-\int_a^\infty(\gamma+\ln r)\,\bar f'(r)\,dr .
\end{equation}
Adding $f(0)(\gamma+\ln a)$ and using $\bar f(a)-\bar f(0)=\int_0^a\bar f'\,dr$ gives
\begin{equation}
\langle P_a,f\rangle=-4\pi\left[(\gamma+\ln a)\int_0^a\bar f'\,dr+\int_a^\infty(\gamma+\ln r)\,\bar f'\,dr\right].
\label{Pa}
\end{equation}
The first term is at most $La\,|\gamma+\ln a|$ in size and vanishes as $a\to0$, and the second converges because $\ln r$ is integrable at the origin. Hence
\begin{equation}
\langle P,f\rangle=-4\pi\int_0^\infty(\gamma+\ln r)\,\bar f'(r)\,dr ,
\label{logform}
\end{equation}
a form with no cutoff left in it. Subtracting \eqref{logform} from \eqref{Pa} cancels the region $r>a$ and the constant $\gamma$:
\begin{equation}
\langle P_a,f\rangle-\langle P,f\rangle=4\pi\int_0^a\ln\frac{r}{a}\,\bar f'(r)\,dr=-4\pi\bar f'(0)\,a+o(a),
\label{err}
\end{equation}
because $\int_0^a\ln(r/a)\,dr=-a$, provided that $\bar f'$ is continuous at $0$. A function whose angular average has a cusp, $\bar f'(0)\ne0$, therefore approaches the limit linearly in $a$. For a smooth $f$ the term $\mathbf r\cdot\nabla f(0)$ averages to zero over angles, $\bar f'(0)=0$, and the approach is at least quadratic, with a leading coefficient proportional to $\nabla^2f(0)$. The definition fails when $f(0)$ does not exist, as for a density that diverges at the origin.

When $f(0)=0$ the subtraction is absent and $\langle P,f\rangle$ is the ordinary convergent integral of $f/r^3$; in particular $P$ coincides with $1/r^3$ away from the origin. This also shows how much freedom a definition has. Let $T$ be any linear functional that agrees with the ordinary integral whenever $f(0)=0$, and fix one function $\varphi$ with $\varphi(0)=1$. In $f=f(0)\varphi+[f-f(0)\varphi]$ the bracket vanishes at the origin, so $T$ and $P$ agree on it, and $\langle T,f\rangle-\langle P,f\rangle=c\,f(0)$ with $c=\langle T,\varphi\rangle-\langle P,\varphi\rangle$. All such extensions of $1/r^3$ have the form $P+c\,\delta^3$. The constant $\gamma$ is one choice of $c$. The shape of the cutoff is another: if the excluded region is $r<a\rho(\hat{\mathbf r})$, with $\rho$ a positive function of direction, the integral changes by $\int d\Omega\int_{a\rho}^{a}f\,dr/r\to-f(0)\int d\Omega\ln\rho$. A physical energy cannot depend on this choice, so where $P$ enters it, only the sum with the delta-function terms is fixed; a change of $c$ must be compensated in the coefficient of the delta function.

The reason for choosing $\gamma$ appears when $P$ acts on exponentials, from which Coulomb wave functions are built. This needs the exponential integral $E_1(z)=\int_z^\infty e^{-w}dw/w$ at small argument. For real $x>0$ an integration by parts gives $E_1(x)=-e^{-x}\ln x+\int_x^\infty e^{-t}\ln t\,dt$, so that $E_1(x)+\ln x\to-\gamma$ by \eqref{gam}. Now let $z$ be complex and off the negative real axis, with the path running to $+\infty$, and define the entire function
\begin{equation}
\mathrm{Ein}(z)=\int_0^z\frac{1-e^{-w}}{w}\,dw=z-\frac{z^2}{4}+\dots
\end{equation}
The derivative of $E_1(z)+\ln z-\mathrm{Ein}(z)$ is $-e^{-z}/z+1/z-(1-e^{-z})/z=0$, so this combination is constant in the cut plane, and the real limit just found fixes the constant:
\begin{equation}
E_1(z)=-\gamma-\ln z+z-\frac{z^2}{4}+\dots
\label{E1}
\end{equation}
For $f=e^{-kr}$ the substitution $t=kr$ turns the radial integral into $E_1(ka)$, and
\begin{equation}
\langle P,e^{-kr}\rangle=\lim_{a\to0}4\pi\left[-\gamma-\ln k-\ln a+\gamma+\ln a\right]=-4\pi\ln k .
\label{expo}
\end{equation}
The constant $\gamma$ is thus the choice that makes $\langle P,e^{-r}\rangle=0$ and removes $\gamma$ from matrix elements between exponentials times polynomials. For $n\ge1$ the function $r^ne^{-kr}$ vanishes at the origin, and
\begin{equation}
\langle P,r^ne^{-kr}\rangle=4\pi\int_0^\infty r^{n-1}e^{-kr}dr=\frac{4\pi\,\Gamma(n)}{k^n}.
\label{pow}
\end{equation}
For the $1s$ state of a one-electron ion with nuclear charge $Z$ and infinite nuclear mass the density is $(Z^3/\pi)e^{-2Zr}$, and \eqref{expo} with $k=2Z$ gives
\begin{equation}
\langle P\rangle_{1s}=-4Z^3\ln(2Z),\qquad\langle\delta^3(\mathbf r)\rangle_{1s}=\frac{Z^3}{\pi}.
\label{hyd}
\end{equation}
Quadrature of the definition with a small cutoff gives $-2.77259$ bohr$^{-3}$ for $Z=1$ and $-44.36142$ bohr$^{-3}$ for $Z=2$, and the numerical check asserts agreement with \eqref{hyd}. Both values are negative although $1/r^3$ and the density are positive. There is no contradiction: the added term $4\pi f(0)(\gamma+\ln a)$ is negative for small $a$ and its magnitude grows without limit as $a\to0$, so $P$ is not a positive operator, and the sign of $\langle P\rangle$ has no direct meaning.

The Fourier transform, with the convention $\hat f(\mathbf q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}f(\mathbf r)$ and $q$ in inverse bohr, is obtained by letting $P_a$ act on a plane wave. The angular average of $e^{-i\mathbf q\cdot\mathbf r}$ is $\frac12\int_{-1}^1e^{-iqr\mu}d\mu=\sin(qr)/(qr)$ and its value at the origin is $1$. With $t=qr$ and $x=qa$,
\begin{equation}
\hat P_a(q)=4\pi\left[\int_a^\infty\frac{\sin qr}{qr^2}\,dr+\gamma+\ln a\right]=4\pi\left[\int_x^\infty\frac{\sin t}{t^2}\,dt+\gamma+\ln a\right],
\end{equation}
since $dr/(qr^2)=dt/t^2$. An integration by parts with $dt/t^2=-d(1/t)$ gives
\begin{equation}
\int_x^\infty\frac{\sin t}{t^2}\,dt=\frac{\sin x}{x}+\int_x^\infty\frac{\cos t}{t}\,dt .
\end{equation}
The remaining integral is the real part of $\int_x^\infty e^{it}dt/t$. The substitution $w=-it$ turns this into $\int e^{-w}dw/w$ along the negative imaginary axis from $-ix$ to $-i\infty$. The integrand is analytic in the fourth quadrant away from $w=0$, so the path from $-ix$ to $-iR$ may be compared with a path from $-ix$ to the real point $R$; the two differ by the quarter circle $w=Re^{-i\theta}$, $0\le\theta\le\pi/2$. On it $|dw/w|=d\theta$ and $|e^{-w}|=e^{-R\cos\theta}$. With $\phi=\pi/2-\theta$ and $\sin\phi\ge2\phi/\pi$ the arc contributes at most $\int_0^{\infty}e^{-2R\phi/\pi}d\phi=\pi/(2R)$, which vanishes as $R\to\infty$. The integral therefore equals $E_1(-ix)$. In \eqref{E1}, $\ln(-ix)=\ln x-i\pi/2$, the term $z=-ix$ is imaginary, and $-z^2/4=+x^2/4$, so
\begin{equation}
\int_x^\infty\frac{\cos t}{t}\,dt=\mathrm{Re}\,E_1(-ix)=-\gamma-\ln x+\frac{x^2}{4}+O(x^4).
\end{equation}
With $\sin x/x=1-x^2/6+O(x^4)$ and $\ln x=\ln q+\ln a$,
\begin{align}
\hat P_a(q)&=4\pi\left[1-\frac{x^2}{6}-\gamma-\ln q-\ln a+\frac{x^2}{4}+\gamma+\ln a\right]+O(x^4)\nonumber\\
&=4\pi(1-\ln q)+4\pi\,\frac{(qa)^2}{12}+O\!\left((qa)^4\right).
\end{align}
Both $\ln a$ and $\gamma$ cancel, and in the limit
\begin{equation}
\hat P(q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}\,P\!\left(\frac1{r^3}\right)=4\pi\,(1-\ln q).
\label{FT}
\end{equation}
Direct quadrature of the oscillating integral gives $27.6959391$, $12.5663706$ and $-1.2391986$ at $q=0.3$, $1$ and $3$ bohr$^{-1}$, equal to \eqref{FT} in all printed digits. At $q=3$ bohr$^{-1}$ and $a=0.01$ bohr the computed remainder is $9.42457\times10^{-4}$, against $4\pi(qa)^2/12=9.42478\times10^{-4}$ from the leading term.

Equation \eqref{FT} is the transform in the sense needed for matrix elements. Insert $f(\mathbf r)=\int\frac{d^3q}{(2\pi)^3}\,e^{i\mathbf q\cdot\mathbf r}\hat f(\mathbf q)$ into $\langle P_a,f\rangle$ with the radial integral first stopped at a finite radius $R$, so that the order of the integrations may be exchanged. The inner integral $\int_a^R\sin(qr)\,dr/(qr^2)$ is bounded by a constant times $1+|\ln q|$ uniformly in $R$, because $|\sin(qr)/(qr)|$ is at most $1$ for $r<1/q$ and at most $1/(qr)$ beyond. The difference $\hat P_a-\hat P$ is a function of $qa$ alone that vanishes at zero and grows only logarithmically, so for $a<1$ it obeys a bound of the same kind. If $(1+|\ln q|)\hat f$ is integrable, dominated convergence allows both limits under the integral, and
\begin{equation}
\langle P,f\rangle=\int\frac{d^3q}{(2\pi)^3}\,4\pi(1-\ln q)\,\hat f(\mathbf q).
\label{pars}
\end{equation}
A density with a cusp has $\hat f\sim q^{-4}$, as the transform of $e^{-kr}$ found below shows, so the condition holds for it. The program tests \eqref{pars} and \eqref{logform} against the cutoff definition on a function without spherical symmetry, $f=e^{-|\mathbf r-\mathbf b|^2}$ with $|\mathbf b|=0.8$ bohr, for which $f(0)=0.527292$ and $\langle P,f\rangle=3.531525$, and it tests \eqref{pars} on the $1s$ densities.

The two terms of \eqref{FT} have different roles. The constant $4\pi$ is the transform of $4\pi\delta^3$ and belongs to the convention, like any $c\,\delta^3$. The logarithm carries the $1/r^3$ behaviour. Its growth as $q\to0$ reflects the long tail, since the plane wave cuts the integral $4\pi\int dr/r$ off near $r\sim1/q$. That the logarithm returns $1/r^3$ at $r\ne0$ can be seen with a convergence factor $e^{-\eta q^2}$ in the inverse transform. This factor is the transform of the normalized Gaussian $G_\eta(\mathbf x)=(4\pi\eta)^{-3/2}e^{-x^2/4\eta}$, so by \eqref{pars} the regulated inverse transform at $\mathbf r$ is $P$ acting on $G_\eta(\mathbf r-\mathbf r')$ as a function of $\mathbf r'$. For $\eta\ll r^2$ the neighbourhood of $\mathbf r'=0$ contributes terms that are exponentially small in $r^2/\eta$, and elsewhere $1/r'^3$ can be expanded about $\mathbf r$. The first moments of $G_\eta$ vanish and the second are $\langle x_ix_j\rangle=2\eta\,\delta_{ij}$, so the result is $r^{-3}+\eta\nabla^2r^{-3}+O(\eta^2)$. With $\nabla^2r^p=p(p+1)r^{p-2}$ this is $r^{-3}+6\eta r^{-5}$, a form the program tests at two radii.

A second route to \eqref{FT} replaces the cutoff by a change of the power, and it also supplies the matrix elements for the helium example. For $\epsilon>0$ the function $r^{-3+\epsilon}$ is integrable at the origin. Let $\bar f$ fall at least as fast as a negative power of $r$, and split the radial integral at a fixed $a$:
\begin{equation}
\langle r^{-3+\epsilon},f\rangle=4\pi\left[f(0)\frac{a^\epsilon}{\epsilon}+\int_0^ar^{\epsilon-1}\big(\bar f-f(0)\big)dr+\int_a^\infty r^{\epsilon-1}\bar f\,dr\right].
\end{equation}
As $\epsilon\to0$ at fixed $a$, $a^\epsilon/\epsilon=1/\epsilon+\ln a+O(\epsilon)$, the last integral tends to $\int_a^\infty\bar f\,dr/r$, and the middle one stays bounded by $La$. After $4\pi f(0)/\epsilon$ is moved to the left side, that side does not depend on $a$, so $a\to0$ may be taken on the right, where the middle term vanishes and the others give $\langle P,f\rangle-4\pi\gamma f(0)$. Therefore
\begin{equation}
P=\lim_{\epsilon\to0}\left[\frac{1}{r^{3-\epsilon}}-4\pi\,\delta^3(\mathbf r)\left(\frac1\epsilon-\gamma\right)\right].
\label{ana}
\end{equation}
Since $\Gamma(\epsilon)=\Gamma(1+\epsilon)/\epsilon=1/\epsilon-\gamma+O(\epsilon)$, the subtraction is $4\pi\Gamma(\epsilon)\delta^3$, and \eqref{expo} reappears as the limit of $4\pi\Gamma(\epsilon)(k^{-\epsilon}-1)$. The transform of the power follows from its Gaussian representation. Setting $t=\tau r^2$ in the integral for $\Gamma(p/2)$ gives $r^{-p}=\Gamma(p/2)^{-1}\int_0^\infty\tau^{p/2}e^{-\tau r^2}d\tau/\tau$, and the transform of $e^{-\tau r^2}$ is the product of three one-dimensional Gaussian integrals, $(\pi/\tau)^{3/2}e^{-q^2/4\tau}$. With $w=q^2/4\tau$, for which $d\tau/\tau=-dw/w$ and the limits are exchanged,
\begin{align}
\widehat{r^{-p}}(q)&=\frac{\pi^{3/2}}{\Gamma(p/2)}\int_0^\infty\tau^{(p-3)/2}e^{-q^2/4\tau}\frac{d\tau}{\tau}
=\frac{\pi^{3/2}}{\Gamma(p/2)}\left(\frac{q^2}{4}\right)^{(p-3)/2}\int_0^\infty w^{(3-p)/2}e^{-w}\frac{dw}{w}\nonumber\\
&=\pi^{3/2}\left(\frac q2\right)^{p-3}\frac{\Gamma\!\left(\frac{3-p}{2}\right)}{\Gamma\!\left(\frac p2\right)},\qquad0<p<3 .
\end{align}
For $p=3-\epsilon$ three factors have to be expanded to first order, with $\Psi=\Gamma'/\Gamma$ the digamma function:
\begin{equation}
\left(\frac q2\right)^{-\epsilon}\simeq1-\epsilon\ln\frac q2,\qquad
\Gamma\!\left(\frac\epsilon2\right)\simeq\frac2\epsilon\left(1-\frac{\gamma\epsilon}{2}\right),\qquad
\frac1{\Gamma\!\left(\frac32-\frac\epsilon2\right)}\simeq\frac{2}{\sqrt\pi}\left(1+\frac\epsilon2\Psi\!\left(\tfrac32\right)\right),
\end{equation}
where $\Gamma(3/2)=\sqrt\pi/2$. The value of $\Psi(3/2)$ comes from the beta integral $B(z,\epsilon)=\int_0^1t^{z-1}(1-t)^{\epsilon-1}dt=\Gamma(z)\Gamma(\epsilon)/\Gamma(z+\epsilon)$. Because $\Gamma(z)/\Gamma(z+\epsilon)\simeq1-\epsilon\Psi(z)$, the difference $B(\frac12,\epsilon)-B(1,\epsilon)$ tends to $\Psi(1)-\Psi(\frac12)$, while the integral form, with $t=w^2$, tends to
\begin{equation}
\int_0^1\frac{t^{-1/2}-1}{1-t}\,dt=\int_0^1\frac{2(1-w)}{1-w^2}\,dw=\int_0^1\frac{2\,dw}{1+w}=2\ln2 .
\end{equation}
So $\Psi(\frac12)=-\gamma-2\ln2$, and $\Psi(z+1)=\Psi(z)+1/z$, the logarithmic derivative of $\Gamma(z+1)=z\Gamma(z)$, gives $\Psi(\frac32)=2-\gamma-2\ln2$. The prefactors multiply to $\pi^{3/2}(2/\epsilon)(2/\sqrt\pi)=4\pi/\epsilon$, and
\begin{align}
\widehat{r^{-3+\epsilon}}(q)&=4\pi\left[\frac1\epsilon-\ln q+\ln2-\frac\gamma2+1-\frac\gamma2-\ln2\right]+O(\epsilon)\nonumber\\
&=4\pi\left[\frac1\epsilon+1-\gamma-\ln q\right]+O(\epsilon).
\end{align}
Subtracting $4\pi(1/\epsilon-\gamma)$, the transform of the delta term in \eqref{ana}, leaves $4\pi(1-\ln q)$ again.

A logarithm in the transform means that $P$ cannot scale as a pure power. Let $\lambda>0$ and let $P_a$ act on the rescaled function $f(\lambda\mathbf r)$, whose value at the origin is still $f(0)$. The substitution $\mathbf r'=\lambda\mathbf r$ leaves $d^3r/r^3$ unchanged and moves the cutoff to $a'=\lambda a$, and $\ln a=\ln a'-\ln\lambda$:
\begin{equation}
\int_{r>a}d^3r\,\frac{f(\lambda\mathbf r)}{r^3}+4\pi f(0)(\gamma+\ln a)
=\int_{r'>a'}d^3r'\,\frac{f(\mathbf r')}{r'^3}+4\pi f(0)(\gamma+\ln a')-4\pi f(0)\ln\lambda .
\end{equation}
Since $a'\to0$ together with $a$,
\begin{equation}
\langle P,f(\lambda\,\cdot)\rangle=\langle P,f\rangle-4\pi\ln\lambda\;f(0).
\label{sc1}
\end{equation}
Equation \eqref{expo} is the special case $f=e^{-r}$, $\lambda=k$. The program tests \eqref{sc1} on the shifted Gaussian for one $\lambda$ below and one above unity. The law can be moved from the function to the distribution. For an ordinary function $T$ a change of variable gives $\int d^3r\,T(\lambda\mathbf r)f(\mathbf r)=\lambda^{-3}\int d^3r'\,T(\mathbf r')f(\mathbf r'/\lambda)$, and this relation is taken as the definition of $T(\lambda\mathbf r)$ for a distribution. Using \eqref{sc1} with $1/\lambda$ in place of $\lambda$ reverses the sign of the logarithm:
\begin{equation}
P\!\left(\frac1{(\lambda r)^3}\right)=\frac1{\lambda^3}\left[P\!\left(\frac1{r^3}\right)+4\pi\ln\lambda\;\delta^3(\mathbf r)\right].
\label{sc2}
\end{equation}
Momentum space confirms sign and factor. The transform of $T(\lambda\mathbf r)$ is $\lambda^{-3}\hat T(\mathbf q/\lambda)$, which here equals $\lambda^{-3}[4\pi(1-\ln q)+4\pi\ln\lambda]$, and the constant $4\pi\ln\lambda$ is the transform of $4\pi\ln\lambda\,\delta^3$.

The distribution $P(1/r^3)$ now has a definition and a Fourier transform, and rescaling it produces, besides the expected power, a delta-function term proportional to $\ln\lambda$. What remains is to carry this law over to expectation values and units of length, and to apply it to the ground state of helium.
